# Critical Radius of a Vertical-Walled Hole in a Dewetting Film

A thin metal film grown by atomic layer deposition can close by the meeting of islands, and small holes can remain where the islands have not quite joined. When the film is heated, its atoms become mobile. A hole may then fill, or it may widen until the film breaks up. Widening uncovers substrate and removes film surface, which can lower the energy, but it also lengthens the wall around the hole, which costs energy. The question is how large a hole must be for the gain to win.

## The model

A uniform film of thickness \(h\) lies on a flat, inert substrate and has one hole reaching down to the substrate. The assumptions are as follows.

1. The hole is a circular cylinder of radius \(R\), and its wall stays vertical as \(R\) changes.
2. The energy consists of interfacial terms alone. Per unit area, the film surface costs \(g_f>0\), the bare substrate \(g_s\), and the film-substrate interface \(g_i\). All three are isotropic, and the wall has the energy \(g_f\) of the top surface.
3. Film volume is conserved. Material from the hole spreads evenly over a disc of radius \(L\) centred on the hole. A "wide film" means the limit \(L\to\infty\) at fixed \(R\) and \(h\).
4. Motion is overdamped: \(R\) changes in the direction that lowers the energy. Thermal fluctuations are left out of this rule.

The contact angle \(\theta\) is measured through the film material and is that of an equilibrium drop of the same material on the same substrate.

## Lemma 1: the contact angle

**Lemma 1.** If \(|g_s-g_i|<g_f\), a spherical cap of fixed volume has its lowest energy when
\[
g_s-g_i=g_f\cos\theta .
\]

**Proof.** Let the sphere have radius \(\rho\), and write \(u\) for the cosine of the cap's angle. The cap has curved area \(2\pi\rho^2(1-u)\), base area \(\pi\rho^2(1-u^2)\) and volume \(\pi\rho^3v/3\), where
\[
v=2-3u+u^3=(1-u)^2(2+u).
\]
The base replaces bare substrate by interface. With \(q=(g_s-g_i)/g_f\), the energy is therefore
\[
E=\pi g_f\rho^2(1-u)\,[\,2-q(1+u)\,].
\]
Fixed volume means \(\rho^2\propto v^{-2/3}\). Since \(v'=-3(1-u^2)\), we have \(v'/v=-3(1+u)/[(1-u)(2+u)]\), and so
\[
\frac{d\ln E}{du}=\frac{-2+2qu}{(1-u)[2-q(1+u)]}+\frac{2(1+u)}{(1-u)(2+u)} .
\]
Over the common denominator, half the numerator is
\[
-(1-qu)(2+u)+(1+u)[2-q(1+u)] .
\]
The first product gives \(-2-u+2qu+qu^2\) and the second gives \(2+2u-q-2qu-qu^2\). Their sum is \(u-q\), so that
\[
\frac{d\ln E}{du}=\frac{2(u-q)}{(1-u)(2+u)[2-q(1+u)]}.
\]
The denominator is positive for \(-1<u<1\) and \(|q|<1\). The energy falls for \(u<q\) and rises for \(u>q\), so the minimum lies at \(u=q\). ∎

The limit \(q\to1\) is complete wetting, \(\theta\to0\). The limit \(q\to-1\) gives \(\theta\to180^\circ\).

## Lemma 2: the energy of the hole

**Lemma 2.** In a wide film, the energy with the hole minus the energy without it is
\[
\Delta E(R)=g_f\left[2\pi Rh-\pi R^2(1-\cos\theta)\right].
\]

**Proof.** Before the hole exists, the disc has energy \((g_f+g_i)\pi L^2\). Afterwards the film covers the area \(\pi(L^2-R^2)\), and volume conservation gives its new thickness
\[
H=\frac{hL^2}{L^2-R^2}.
\]
The wall has area \(2\pi RH\), and an area \(\pi R^2\) of substrate is bare. Hence
\[
\begin{aligned}
\Delta E&=(g_f+g_i)\pi(L^2-R^2)+g_s\pi R^2+2\pi g_fRH-(g_f+g_i)\pi L^2\\
&=2\pi g_fRH-\pi R^2(g_f+g_i-g_s).
\end{aligned}
\]
Lemma 1 turns the last bracket into \(g_f(1-\cos\theta)\). As \(L\to\infty\), \(H\to h\), which gives the stated result. ∎

The cost grows as \(R\) because it follows the perimeter. The gain grows as \(R^2\) because it follows the area.

## The theorem

**Theorem.** Let \(|g_s-g_i|<g_f\), so that \(0<\theta<180^\circ\). In a wide film satisfying assumptions 1 to 4, an existing hole grows if and only if
\[
R>R_c=\frac{h}{1-\cos\theta}.
\]
A hole with \(R<R_c\) closes, and \(R=R_c\) is an unstable balance.

**Proof.** Differentiating Lemma 2 gives
\[
\frac{d\Delta E}{dR}=2\pi g_f\,[\,h-R(1-\cos\theta)\,].
\]
Both \(g_f\) and \(1-\cos\theta\) are positive. The slope is thus negative, and growth lowers the energy, when \(R>R_c\). It is positive when \(R<R_c\), and the hole then shrinks. The second derivative, \(-2\pi g_f(1-\cos\theta)\), is negative, so \(R_c\) is a maximum of the energy. ∎

**Remark 1: barrier and break-even radius.** Putting \(R_c\) into Lemma 2 gives
\[
\Delta E(R_c)=\pi g_f\left[\frac{2h^2}{1-\cos\theta}-\frac{h^2}{1-\cos\theta}\right]=\frac{\pi g_fh^2}{1-\cos\theta}.
\]
The energy returns to zero when \(2h=R(1-\cos\theta)\), that is, at \(R=2R_c\). A hole between \(R_c\) and \(2R_c\) has more energy than the unbroken film and nevertheless grows, because motion follows the slope of the energy and not its sign.

**Remark 2: limits in angle.** At \(\theta=90^\circ\) the critical radius equals the film thickness, and it tends to half the thickness as \(g_s-g_i\) falls to \(-g_f\) and \(\theta\) rises to \(180^\circ\). For small angles in radians, \(1-\cos\theta\approx\theta^2/2\), so \(R_c\approx2h/\theta^2\) grows without limit. At \(g_s-g_i=g_f\), where \(\theta\) reaches zero, the slope is \(2\pi g_fh>0\) for every \(R\), and every hole closes.

## A film of finite extent

Neighbouring holes limit the area over which material can spread. Let \(L\) now be finite, as a rough measure of half the hole spacing, and put \(x=R/L\).

**Proposition.** In a finite cell, \(R>h/(1-\cos\theta)\) remains necessary for growth but is not sufficient.

**Proof.** The wall height is \(H=h/(1-x^2)\). The wall term contains \(R/(1-R^2/L^2)\), whose derivative is
\[
\frac{(1-x^2)+2x^2}{(1-x^2)^2}=\frac{1+x^2}{(1-x^2)^2}.
\]
Growth therefore requires
\[
R(1-\cos\theta)>h\,\frac{1+x^2}{(1-x^2)^2}.
\]
For \(0<x<1\) the fraction exceeds 1, which proves necessity. It diverges as \(x\to1\) while the left side stays finite. In a cell with \(L>h/(1-\cos\theta)\), holes with \(R\) close enough to \(L\) therefore fail to grow although they exceed \(h/(1-\cos\theta)\). In a smaller cell no hole reaches that radius, and none grows. ∎

For small \(x\) the fraction is \(1+3x^2\) to leading order, so the critical radius rises by the relative amount \(3(R_c/L)^2\). To find when growth is possible at all, divide the condition by \(L\) and rearrange:
\[
\frac{x(1-x^2)^2}{1+x^2}>\frac{R_c}{L}.
\]
Here \(R_c\) keeps its wide-film value. The left side vanishes at \(x=0\) and \(x=1\). Setting its logarithmic derivative to zero gives
\[
\frac1x-\frac{4x}{1-x^2}-\frac{2x}{1+x^2}=0
\quad\Longrightarrow\quad 1-6x^2-3x^4=0,
\]
whose positive solution is \(x^2=2/\sqrt3-1\). The maximum there is \(G=0.2434\), and some hole can grow only if \(L>R_c/G\). In such a cell growth begins at the smaller root of the equality and stops at the larger one, where the thickened wall costs as much as further opening gains.

**Remark 3: a sharp rim.** Suppose the removed material forms a raised plateau that ends at \(L\) in a vertical step, with undisturbed film beyond. The step adds the energy \(2\pi g_fL(H-h)=2\pi g_fLh\,x^2/(1-x^2)\). Its derivative with respect to \(R\) is \(4\pi g_fhx/(1-x^2)^2\). The numerator \(1+x^2\) in the growth condition becomes \(1+2x+x^2=(1+x)^2\), and the condition simplifies to
\[
R(1-\cos\theta)>\frac{h}{(1-x)^2}.
\]
The rim raises the threshold at first order in \(x\), whereas even spreading raised it at second order.

As a numerical test, the slope of the full interfacial energy was evaluated for 500 random holes. Thicknesses ran from 1 to 20 nm, cell radii from 20 to 300 nm, contact angles from 20° to 180°, and hole radii from 1% to 95% of the cell radius; half the cases had a sharp rim. Of these holes 283 would grow, and all of them exceeded \(h/(1-\cos\theta)\). Another 138 exceeded it and would not grow.

## What the vertical wall imposes

A vertical wall meets the substrate at 90°, which agrees with Lemma 1 only if \(\theta=90^\circ\). Even at that angle the cylinder, with its curved wall and sharp top edge, is not a stationary shape of a free surface. The vertical wall is thus a constraint at every angle, and the threshold depends on it.

**Remark 4: a sloping wall.** Let the wall be a cone meeting the substrate at a fixed angle \(\beta\), measured through the film. If \(R\) is the radius at the substrate, the radius at the top is \(R+b\), with \(b=h\cot\beta\). Both radii must be positive. The cone has area \(\pi(2R+b)h/\sin\beta\), and in a wide film
\[
\frac{\Delta E}{\pi g_f}=\frac{(2R+b)h}{\sin\beta}-(R+b)^2+R^2\cos\theta .
\]
The derivative of the right side is \(2[h/\sin\beta-b-R(1-\cos\theta)]\). Because \((1-\cos\beta)/\sin\beta=\tan(\beta/2)\), growth requires
\[
R>\frac{h\tan(\beta/2)}{1-\cos\theta}.
\]
For \(\beta=90^\circ\) the theorem returns. For \(\beta=60^\circ\) the threshold at the substrate is smaller by the factor \(1/\sqrt3\). Thus \(h/(1-\cos\theta)\) is not a general lower bound on the contact radius of a growing hole.

**Remark 5: a free wall.** Now let the surface take any axisymmetric shape at fixed volume. In a stationary shape the film has a uniform excess pressure \(p\). Follow the surface outward from the contact line, and let \(\psi\) be the inclination of its tangent. Vertical force balance on a narrow ring of surface gives
\[
d(2\pi r g_f\sin\psi)+2\pi pr\,dr=0 .
\]
Integration, with a level surface at \(r=L\), gives
\[
r\sin\psi=c\left(1-\frac{r^2}{L^2}\right),\qquad p=\frac{2g_fc}{L^2}.
\]
A small shift of the contact line changes the energy per newly covered area by \(g_i-g_s+g_f\cos\psi\). This vanishes when \(\psi=\theta\), and therefore \(c=R\sin\theta/(1-R^2/L^2)\).

For \(\theta>90^\circ\) the surface first runs inward from \(R\) to a neck of radius \(n\), where \(\sin\psi=1\), and then outward to \(L\). Let \(S(r)=c(1/r-r/L^2)\) stand for \(\sin\psi\). A horizontal layer of film has area \(\pi(L^2-r^2)\), and a height element is \(S\,dr/\sqrt{1-S^2}\) in size. Adding both branches gives the film volume and surface area:
\[
V=\pi\left(\int_n^R+\int_n^L\right)\frac{(L^2-r^2)S}{\sqrt{1-S^2}}\,dr,
\]
\[
A=2\pi\left(\int_n^R+\int_n^L\right)\frac{r}{\sqrt{1-S^2}}\,dr .
\]
The condition \(V=\pi L^2h\) selects \(R\). The energy relative to the flat film is
\[
\Delta E=g_f\left[A-\pi(L^2-R^2)\cos\theta-\pi L^2(1-\cos\theta)\right].
\]

## Example: a copper seed film on silica

Take \(h=10\) nm, a cell radius of 100 nm and a temperature of 600 K. Rough typical surface energies are \(g_f=1.8\), \(g_s=0.5\) and \(g_i=1.4\) J/m². The results below treat these inputs as exact, so that cases can be compared within the model; their later digits are not predictions for a real film. Lemma 1 gives
\[
\cos\theta=\frac{0.5-1.4}{1.8}=-0.5,\qquad \theta=120^\circ,
\]
and the theorem gives
\[
R_c=\frac{10\ \text{nm}}{1.5}=6.67\ \text{nm}.
\]
The break-even radius is 13.3 nm. With its wall held vertical, a hole of radius 5 nm has an energy of 2206 eV and closes. One of radius 10 nm has 1765 eV and grows, although its energy is still positive. At 20 nm the energy is \(-7059\) eV.

The barrier for a vertical-walled hole in a wide film is
\[
\frac{\pi(1.8\ \text{J/m}^2)(10\ \text{nm})^2}{1.5}=3.77\times10^{-16}\ \text{J}=2353\ \text{eV}.
\]
With \(kT=0.0517\) eV this is about \(4.6\times10^4\,kT\). Thermal fluctuations along this path will not open a hole in the perfect film. Since the barrier varies as \(h^2\), it falls to \(40\,kT\) only at \(h=0.30\) nm. That is of the order of one or two atomic layers, where a continuum film is no longer a sound description. For the free wall of Remark 5 the stationary hole costs less and reaches \(40\,kT\) at about 0.6 to 0.7 nm, but its contact radius is then near 0.1 nm, again outside the continuum picture.

At fixed thickness the contact angle matters greatly: \(R_c\) is 74.6 nm at 30°, 20 nm at 60°, 10 nm at 90° and 5.4 nm at 150°. The small-angle formula gives about 73 nm at 30°, some 2% below the full result.

The finite cell raises the threshold from 6.67 to 6.76 nm, in line with the relative shift \(3(6.67/100)^2=1.3\%\). Growth stops at 79 nm, and no hole could grow in a cell of radius below \(6.67/0.2434=27.4\) nm. A sharp rim at 100 nm raises the threshold to 7.85 nm. If the wall's surface energy is 10% above that of the top, the perimeter cost rises by 10%, and the wide-film threshold becomes 7.33 nm.

Two other energies are small here. A rough film stress of 200 MPa and a biaxial modulus of 200 GPa store an elastic energy \((\text{stress})^2h/(\text{modulus})=0.002\) J/m². This is 0.07% of the capillary driving energy \(g_f(1-\cos\theta)=2.70\) J/m². Unrelaxed thermal mismatch on heating copper by 200 to 300 K on silica or silicon could reach roughly 0.6 to 1 GPa, which raises the share to 0.6 to 1.8%, still small. A van der Waals energy of size \(A_H/(12\pi h^2)\), with a rough Hamaker constant \(A_H=3\times10^{-19}\) J, amounts to 0.003%.

Freeing the wall has a much larger effect. The small stationary hole of Remark 5 has a contact radius of 2.73 nm and a neck radius of 2.36 nm. Its contact radius is 0.40 times the vertical-wall threshold in the same cell. Its energy is 735 eV, against 2374 eV for the vertical-wall barrier. A second stationary shape, wide open with a contact radius of 80.6 nm, lies \(2.1\times10^5\) eV below the flat film. For both shapes, the change of energy with volume along the stationary family agreed with \(p\) to within 0.1%, which tests the profile and contact angle together. The small hole lies above both the flat film and the open shape in energy. Its size and energy also depend on the cell: the same formulas give 3.5 nm and 913 eV for \(L=50\) nm, and 1.6 nm and 465 eV for \(L=1000\) nm. Well outside the neck but far from \(L\), \(\sin\psi\approx c/r\), so the surface rises roughly as \(c\ln r\). At fixed \(h\), a wider cell therefore needs a smaller \(c\), and the contact radius falls slowly towards zero as \(L\to\infty\). Stability against every deformation was not calculated either, so 2.73 nm belongs to this 100 nm cell and should not be read as a universal threshold for free walls.

## Reading the result for real films

A real copper seed film is polycrystalline, and it may lie on a liner instead of bare silica. Grooves at grain boundaries and gaps left by incomplete coalescence can supply holes without the barrier calculated above. The liner and the annealing gas alter the surface energies, and the values for 60° and 120° show that a change of angle can move the threshold from 20 to 6.7 nm. Faceting makes the wall energy depend on direction. At a fixed contact angle of 120°, the shape of the wall matters more than the cell, rim and wall-energy corrections calculated for this film. A conical wall moves the threshold either way, to 3.8 nm at \(\beta=60^\circ\) and 11.5 nm at \(\beta=120^\circ\), and in the 100 nm cell a free wall lowers the stationary contact radius by more than half. The figure of 6.7 nm therefore belongs to the vertical-wall model at 120° and is not a safe limit on hole size in a real film.

Within the vertical-wall model, the theorem can also be read as a condition on thickness: in a wide film, a hole of given radius closes during annealing if \(h>R(1-\cos\theta)\). At 120°, a hole of radius 10 nm needs a film thicker than 15 nm. This presumes that atoms are mobile enough to fill the hole and that the wall remains nearly vertical. If the wall is free, the rule is too optimistic. By the formulas of Remark 5, a contact radius of 10 nm is stationary at a thickness of about 25 nm in the 100 nm cell and about 45 nm in a 1000 nm cell. In the 10 nm film, a wall relaxed at a contact radius of 5 nm meets the substrate at about 54°, below the contact angle, so that hole widens. The numerical output below gives the values for the wide film and the 100 nm cell at \(h=10\) nm.

## Table of computed values

```
film thickness: 10.0 nm
cell radius: 100.0 nm
temperature: 600 K
film surface energy: 1.80 J/m2
bare substrate energy: 0.50 J/m2
film-substrate interface energy: 1.40 J/m2
contact angle from cap minimization: 120.00 deg
critical radius, wide film: 6.667 nm
break-even radius, wide film: 13.333 nm
hole energy at R = 3 nm: 1641 eV
hole energy at R = 5 nm: 2206 eV
hole energy at R = 10 nm: 1765 eV
hole energy at R = 20 nm: -7059 eV
barrier, wide film: 2353 eV
thermal energy kT: 0.0517 eV
barrier divided by kT: 45509
thickness with a barrier of 40 kT: 0.296 nm
critical radius at 30 deg: 74.64 nm
critical radius at 60 deg: 20.00 nm
critical radius at 90 deg: 10.00 nm
critical radius at 150 deg: 5.36 nm
random finite-cell holes that grow: 283 of 500
random holes above threshold that do not grow: 138 of 500
critical radius, finite cell: 6.759 nm
radius where growth stops in the cell: 79.4 nm
maximum G of the cell function: 0.2434
smallest cell radius that allows growth: 27.39 nm
critical radius with a sharp outer rim: 7.851 nm
critical radius with wall energy up 10%: 7.333 nm
rough film stress: 200 MPa
rough biaxial modulus: 200 GPa
rough Hamaker constant: 3.0e-19 J
capillary driving energy: 2.70 J/m2
stress energy / driving energy: 0.074 %
van der Waals / driving energy: 0.0029 %
vertical-wall barrier, finite cell: 2374 eV
relaxed small hole, contact radius: 2.726 nm
relaxed small hole, neck radius: 2.361 nm
relaxed small hole, curvature constant c: 2.362 nm
relaxed small hole, energy: 735 eV
relaxed / vertical critical radius: 0.403
relaxed open hole, contact radius: 80.6 nm
relaxed open hole, energy: -209268 eV
```
